XMCD sum rules at L2,3 edges: T_z, hole count and edge mixing

A model high-spin 3d⁷ ion in a tetragonal field has a ground-state spin moment of 2.96 μB and an orbital moment of 1.59 μB. Its circular dichroism at the 2p edges, integrated without error and put through the sum rules, returns the orbital moment as 1.59 μB. The spin rule, read as if it gave the spin moment, returns 2.46 μB when the 2p₃/₂ and 2p₁/₂ holes are taken as pure, and 2.31 μB when the 2p–3d Coulomb interaction acts in the final state, although an empty gap of 6.3 eV then separates the highest L3 line from the lowest L2 line. The drop from 2.96 to 2.46 is the 7⟨T_z⟩ term, and the drop from 2.46 to 2.31 is the failure of the edge-separation assumption. The first follows from the angular algebra of the p→d transition, the second from the mixing of the two core levels by the Coulomb interaction.

Angular momenta are in units of ħ and energies in eV. The initial state |g⟩ has a full 2p⁶ core and an arbitrary valence state. In the electric-dipole approximation the cross section is σ_q(ω) ∝ ω Σ_f |⟨f|D_q|g⟩|² δ(E_f − E_g − ω), so the integral of σ_q/ω over a set of lines is proportional to the summed strength Σ_f |⟨f|D_q|g⟩|². The operator is D_q = Σ_i r_i C¹_q(i), with C¹_{±1} = ∓(x ± iy)/(√2 r) and C¹_0 = z/r, so q = +1 adds one unit of angular momentum along z. Labelling the helicities the other way reverses the sign of every dichroic difference I₊ − I₋ below. Three assumptions enter here: the p→s channel is dropped, a single radial integral R = ⟨3d|r|2p⟩ serves all final states and both core levels, and the integration covers all final states with the electron in the d shell. Then

D_q = R Σ_{a,c} (A_q)_{ac} d†_a p_c,  (A_q)_{ac} = ⟨a|C¹_q|c⟩,

where a runs over the ten d spin orbitals and c over the six p spin orbitals. A_q does not act on spin.

Suppose for now that every final state has a core hole of definite j, 3/2 (L3) or 1/2 (L2), and choose the c as eigenstates of core j. Summing over all final states of one edge is then closure restricted to the orbitals c of that j:

I_q(j) = R² Σ_{c,c′∈j} Σ_{a,b} (A_q)*_{bc′} (A_q)_{ac} ⟨g|p†_{c′} d_b d†_a p_c|g⟩.

Moving p_c to the left past two fermion operators costs no sign, and p†_{c′}p_c acting on a full core gives δ_{cc′}. With d_b d†_a = δ_{ab} − d†_a d_b,

I_q(j) = R² [Tr M_q(j) − ⟨M_q(j)⟩],  M_q(j) = A_q P_j A_q†,

where P_j projects one p electron on j, and ⟨M⟩ = Σ_{ab} M_{ab}⟨d†_a d_b⟩ is the expectation value of M summed over the d electrons. The integrated intensity is thus a one-body property of the ground state: the value of M for a full shell minus its value for the electrons present, that is, its value for the holes. The result is linear in the density matrix ⟨d†_a d_b⟩, so it holds for thermal mixtures too, and no step required |g⟩ to have a sharp number of d electrons.

By the Wigner–Eckart theorem ⟨2m|C¹_q|1μ⟩ = κ⟨1μ 1q|2m⟩, with μ = m − q and one constant κ. The coefficients come from lowering |2 2⟩ = |1,1⟩, in the notation |μ,q⟩. One application of L₋ gives |2 1⟩ = (|1,0⟩ + |0,1⟩)/√2. A second, using L₋|2 1⟩ = √6|2 0⟩ and a factor √2 for each lowering of an l = 1 state, gives |2 0⟩ = (|1,−1⟩ + 2|0,0⟩ + |−1,1⟩)/√6. Negative m mirror these, and all coefficients are positive. For q = +1 the squares at m = 2, 1, 0, −1, −2 are 1, 1/2, 1/6, 0, 0, which the polynomial (m+1)(m+2)/12 reproduces. For q = 0 they are 0, 1/2, 2/3, 1/2, 0, that is (4−m²)/6, and q = −1 follows from m → −m. The constant is fixed by one integral, with x = cos θ:

⟨2 0|cos θ|1 0⟩ = (√15/2) ∫₋₁¹ x²(3x²−1)/2 dx = (√15/4)(6/5 − 2/3) = 2/√15.

Its square 4/15 equals κ²·(2/3), so κ² = 2/5. Writing a_q(m) ≥ 0 for the amplitude into |2m⟩,

a₊² = (m+1)(m+2)/30,  a₀² = (4−m²)/15,  a₋² = (m−1)(m−2)/30.

Sum first over both edges, P_{3/2} + P_{1/2} = 1, and call the result M_q = A_q A_q†. It is diagonal in m, because a given q and μ reach one m, and its diagonal is a_q². Since (m+1)(m+2) + (m−1)(m−2) = 2m² + 4 and (m+1)(m+2) − (m−1)(m−2) = 6m,

M₊ + M₀ + M₋ = (2m² + 4 + 8 − 2m²)/30 = 2/5,

M₊ − M₋ = 6m/30 = l_z/5.

The first operator has trace 10·(2/5) and expectation value (2/5)⟨n_d⟩. The total strength over three polarizations and both edges is therefore

I_tot = (2/5) R² n_h,  n_h = 10 − ⟨n_d⟩.

The second operator is traceless. With Δ(j) = I₊(j) − I₋(j) it gives Δ(L3) + Δ(L2) = −R²⟨L_z⟩/5, and division by I_tot removes R²:

[Δ(L3) + Δ(L2)]/I_tot = −⟨L_z⟩/(2n_h).

This is the orbital sum rule. The minus sign arises because the photon sees holes, whose L_z is opposite to that of the electrons. No projector on j appears, so the derivation needs closure over all final states and nothing about how they divide into edges.

Spin enters through the core spin-orbit coupling. For l = 1, l·s = [j(j+1) − 2 − 3/4]/2 equals 1/2 for j = 3/2 and −1 for j = 1/2. The linear functions of l·s that equal 1 on one level and 0 on the other are

P_{3/2} = (2/3)(1 + l·s),  P_{1/2} = (2/3)(1/2 − l·s).

The combination without a constant term is P_{3/2} − 2P_{1/2} = (2/3)l·s + (4/3)l·s = 2 l·s; the weight 2 offsets the degeneracies 4 and 2. The operator that governs Δ(L3) − 2Δ(L2) is

N = A₊(2 l·s)A₊† − A₋(2 l·s)A₋†,  2 l·s = 2 l_z s_z + l₊s₋ + l₋s₊,

with l acting in the p shell. The spin operators pass through A_q unchanged. In the l_z s_z part the core orbital has μ = m − q, so the element diagonal in m is

2s_z[(m−1)a₊² − (m+1)a₋²] = 2s_z (m−1)(m+1)[(m+2) − (m−2)]/30 = (4/15)(m²−1)s_z.

In the l₊s₋ part the element between m and m+1 is a_q(m+1) a_q(m) √((1−μ)(2+μ)), the root being the ladder element for l = 1. Let λ_m = √((2−m)(m+3)) be the ladder element for l = 2. For q = +1, μ = m − 1, the root is √((2−m)(m+1)) and a₊(m+1)a₊(m) = (m+2)√((m+1)(m+3))/30, with product (m+1)(m+2)λ_m/30. The core can be raised from μ = −1 or 0, that is m = 0 or 1, and the polynomial vanishes at m = −1, −2 as it must. For q = −1, μ = m + 1, the root is √((−m)(m+3)) and a₋(m+1)a₋(m) = (1−m)√((−m)(2−m))/30, with product m(m−1)λ_m/30; this is nonzero at m = −2, −1 and zero at m = 0, 1, again as required. The difference is

[(m² + 3m + 2) − (m² − m)]λ_m/30 = (4m+2)λ_m/30 = (2/15)(m + ½)λ_m,

and the l₋s₊ part is its Hermitian conjugate. Now take l in the d shell and form the anticommutator {l_z, l·s}. Its diagonal is 2m²s_z. Its element from m to m+1 is (m + m + 1) times the element λ_m s₋/2 of l·s, which is (m+½)λ_m s₋. Both parts of N match one expression:

N = (2/15)({l_z, l·s} − 2s_z).

If N were proportional to s_z the dichroism would measure the spin alone. It is not: the diagonal weight m² − 1 is 3 for m = ±2, zero for m = ±1 and −1 for m = 0, so the photon weighs spin according to the orbital that carries it. That dependence is the magnetic dipole operator t = s − 3r̂(r̂·s). Its z component can be written

t_z = −3 Σ_j (r̂_z r̂_j − δ_{zj}/3) s_j,

since the δ term returns +s_z. It couples the spin to the quadrupole tensor r̂_i r̂_j − δ_{ij}/3 and measures the asphericity of the spin density. Within l = 2 this tensor and {l_i,l_j}/2 − 2δ_{ij} are both symmetric, traceless (l² = 6) and of rank two, so the Wigner–Eckart theorem makes them proportional. The state m = 2, with |Y₂₂|² ∝ (1−x²)², fixes the constant:

⟨cos²θ⟩ = ∫x²(1−x²)²dx / ∫(1−x²)²dx = (16/105)/(16/15) = 1/7.

The left side is 1/7 − 1/3 = −4/21 and the right side is 4 − 2 = 2, so

r̂_i r̂_j − δ_{ij}/3 = −(2/21)[{l_i,l_j}/2 − 2δ_{ij}].

Inserting this, and using Σ_j {l_z,l_j}s_j = {l_z, l·s},

t_z = (2/7)[{l_z, l·s}/2 − 2s_z],  7t_z = {l_z, l·s} − 4s_z.

The 7 is the denominator of the quadrupole matrix element in a d shell. Adding 2s_z gives 2s_z + 7t_z = {l_z, l·s} − 2s_z, so N = (2/15)(2s_z + 7t_z), spin-flip elements included. N is linear in s and hence traceless, which gives Δ(L3) − 2Δ(L2) = −(2/15)R²(2⟨S_z⟩ + 7⟨T_z⟩). Dividing by I_tot, with (2/15)/(2/5) = 1/3,

[Δ(L3) − 2Δ(L2)]/I_tot = −(2⟨S_z⟩ + 7⟨T_z⟩)/(3n_h).

This is the spin sum rule. With z along the magnetisation and g = 2 the moments are m_orb = −⟨L_z⟩μB and m_spin = −2⟨S_z⟩μB. The numerical check printed below tests these operator identities with matrix elements from quadrature on the sphere, and both rules on random d¹, d², d⁸ and d⁹ states.

The size of 7⟨T_z⟩ can be read from the diagonal of 7t_z, which is 2(m²−2)s_z: 4s_z for m = ±2, −2s_z for m = ±1 and −4s_z for m = 0. Take d⁹ with a spin-up electron missing from x²−y² = (|2⟩ + |−2⟩)/√2. The operator changes m by at most one, so the two components do not mix and the missing electron has 7t_z = 4·½ = 2. A full shell gives zero, so the nine electrons have 2⟨S_z⟩ = −1 and 7⟨T_z⟩ = −2, and the rule returns three times the spin. Here ⟨L_z⟩ = 0 forces Δ(L2) = −Δ(L3), so 3Δ(L3) = (2/15)·3R² and Δ(L3) = 0.1333 R², with I_tot = 0.4 R², as computed. The opposite limit is d⁸ in a cubic field without valence spin-orbit coupling. The ground state is an orbital singlet with sharp M_S = −1. The spin-flip terms change M_S and average to zero, and the spin density has cubic symmetry and so no quadrupole; the holes in z² and x²−y² contribute −4s_z and +4s_z. The check asserts ⟨T_z⟩ = 0 there. With ζ_d = 0.06 eV the same model gives 7⟨T_z⟩ = −0.014 against 2⟨S_z⟩ = −1.993, under 1% of the spin term.

The hole count enters both rules as a factor, so a relative error in n_h is the same relative error in both extracted quantities. It is defined by ⟨n_d⟩ in the orbitals that the dipole operator reaches and need not be an integer. In an independent-particle picture ⟨d_b d†_a⟩ = Σ_k ⟨b|k⟩⟨k|a⟩ over empty states k, and n_h is their total d weight. The check builds such a model from ten d and ten ligand spin orbitals with a random Hamiltonian and thirteen electrons, sums the transition strengths explicitly, and asserts both rules. There are seven empty states but n_h = 2.998; its closeness to 3 carries no meaning for a random matrix. The quotient of the two rules is free of n_h and I_tot:

⟨L_z⟩/(2⟨S_z⟩ + 7⟨T_z⟩) = (2/3)[Δ(L3) + Δ(L2)]/[Δ(L3) − 2Δ(L2)].

The normalisation also needs I₀, light polarized along z. If I₀ is replaced by the mean of I₊ and I₋, the operator neglected is M₀ − (M₊+M₋)/2 = (8 − 2m² − m² − 2)/30 = (2−m²)/10. Its trace vanishes because Σm² = 10 over five orbitals, so, with both edges summed,

I₀ − (I₊ + I₋)/2 = R²⟨Σ(l_z² − 2)⟩/10,

which is the charge quadrupole of the shell.

The d⁷ example takes round parameters of a size typical of 3d ions: F²dd = 10, F⁴dd = 6, 10Dq = 1, the xy orbital lowered by a further 0.2, ζ_d = 0.06, and an exchange term +hS_z on the d shell with h = 0.05, all in eV. The positive sign puts the spin along −z and the moment along +z. The F⁰ integrals shift all states of a configuration equally and are omitted. Diagonalization in the 120 determinants of 2p⁶3d⁷ gives a ground state 0.077 eV below the next level, with n_h = 3 and

⟨L_z⟩ = −1.5854,  2⟨S_z⟩ = −2.9564,  7⟨T_z⟩ = +0.4930,  2⟨S_z⟩ + 7⟨T_z⟩ = −2.4634,

so m_orb = 1.59 μB = 1.47×10⁻²³ J/T and m_spin = 2.96 μB = 2.74×10⁻²³ J/T. Four decimals are kept so that the arithmetic can be followed; the parameters do not warrant them. The sign of 7⟨T_z⟩ follows from the diagonal elements. If all three holes have s_z = +½, the diagonal part of 7⟨T_z⟩ is minus the sum of m² − 2 over holes, which equals ⟨Σ(l_z²−2)⟩ over electrons. Holes in z², x²−y² and one m = ±1 orbital give −(−2 + 2 − 1) = +1. The computed ⟨Σ(l_z²−2)⟩ is 0.747, and what lowers it to 0.493 is the spin-flip part of 7t_z, which contributes −0.2695; the diagonal part is 0.7625, the incomplete polarisation moving it by only +0.015. That 0.747 falls below 1 and |⟨L_z⟩| exceeds 1 shows that the single-configuration picture is crude: it gives the sign of 7⟨T_z⟩, not its size.

With pure core j the strengths, in units of R², are I₊ = 0.44703 and I₋ = 0.12616 at L3, and I₊ = 0.08660 and I₋ = 0.09039 at L2, so Δ(L3) = 0.32087 and Δ(L2) = −0.00379, with I_tot = 1.2 = (2/5)·3. The rules give

⟨L_z⟩ = −2·3·(0.32087 − 0.00379)/1.2 = −6·0.31708/1.2 = −1.585,

2⟨S_z⟩ + 7⟨T_z⟩ = −3·3·(0.32087 + 0.00758)/1.2 = −9·0.32845/1.2 = −2.463,

in agreement with the direct values. Dropping 7⟨T_z⟩ gives 2.46 μB, a fraction 0.833 of the true spin moment. Replacing I₀ by the mean lowers I_tot by 0.7474/10 to 1.12526 R² and scales both extracted quantities by 1.2/1.12526 = 1.066.

The assumption of pure core j now has to be removed. In the space of 2p⁵3d^{n+1} states the Hamiltonian is

H = H_v + ζ_p W + V,

where H_v acts on the d electrons alone, W = Σ l·s over the core electrons and V is the 2p–3d Coulomb interaction. W vanishes for the full shell, so removing an electron with l·s = 1/2 or −1 leaves W = −1/2 (L3) or +1 (L2). L3 lies lower by Δ_so = 3ζ_p/2. Let Π₃ and Π₁ = 1 − Π₃ project on the two eigenspaces of W. H_v commutes with W. If V = 0 the eigenstates have pure j and, once Δ_so exceeds the width of the valence multiplet so that a cut can be made, the spin rule holds as derived; the check asserts this at ζ_p = 20 eV. V does not commute with W in general, and the lower group of lines defines a different projector Π̃₃ = Π₃ + δ. The measured strengths are ⟨g|D_q†Π̃₃D_q|g⟩ and ⟨g|D_q†(1 − Π̃₃)D_q|g⟩. Their sum does not contain δ, so the orbital rule and I_tot are untouched for any V and any position of the cut. The spin combination is Π̃₃ − 2(1 − Π̃₃) = 3Π̃₃ − 2 and changes by 3δ.

Two conditions fix δ at large Δ_so. Idempotence, Π̃₃² = Π̃₃, gives at first order Π₃δ + δΠ₃ = δ; multiplying by Π₃ on both sides gives Π₃δΠ₃ = 0, and by Π₁ gives Π₁δΠ₁ = 0, so δ connects the two blocks. A spectral projector commutes with H:

[V, Π₃] + ζ_p[W, δ] + [H_v + V, δ] = 0.

The last term is smaller than the second by w/Δ_so, where w is the energy spread produced by H_v + V, and is dropped at leading order. Between Π₁ on the left and Π₃ on the right, the first term is Π₁VΠ₃ and the second is ζ_p(1 + ½)Π₁δΠ₃, so

δ = −(Π₁VΠ₃ + Π₃VΠ₁)/Δ_so + O(V w/Δ_so²).

Define the dichroic mixing element χ = Σ_{q=±1} q⟨g|D_q†(Π₁VΠ₃ + Π₃VΠ₁)D_q|g⟩. Then Δ(L3) changes by −χ/Δ_so, Δ(L2) by +χ/Δ_so, and Δ(L3) − 2Δ(L2) by −3χ/Δ_so. The extracted value S_eff = −3n_h[Δ(L3) − 2Δ(L2)]/I_tot becomes

S_eff = 2⟨S_z⟩ + 7⟨T_z⟩ + 9n_h χ/(I_tot Δ_so) + O(Δ_so⁻²).

The error is first order in V/Δ_so because D_q|g⟩ has components in both blocks and the admixed amplitude interferes with the direct one; the weight that a state of pure j loses across the gap is only second order. The same interference also moves polarization-summed strength between the two edges at first order. A clean gap therefore does not secure the spin rule. A pure d⁹ configuration escapes: the final valence shell is d¹⁰, V in the six states of 2p⁵3d¹⁰ is invariant under separate rotations of the hole's orbit and spin, hence a constant, and χ = 0.

For the d⁷ ion the final space has 270 determinants, of which 4·45 = 180 belong to L3, and the edges are cut after the lowest 180 eigenstates. With F²pd = 6, G¹ = 4 and G³ = 2.5 eV the mixing element is χ = 0.10441 eV R². At ζ_p = 10 eV, Δ_so = 15 eV, the first-order shift is

9·3·0.10441/(1.2·15) = 0.1566.

Full diagonalization gives Δ(L3) = 0.31411 R² and Δ(L2) = +0.00297 R². The sum is still 0.31708 R² and ⟨L_z⟩ is still −1.585. The transferred dichroism, 0.32087 − 0.31411 = 0.00676 R², compares with χ/Δ_so = 0.00696 R² and is enough to reverse the sign of the small L2 signal. The spin rule gives −9·(0.31411 − 0.00594)/1.2 = −2.311, a shift of +0.152 and a fraction 0.938 of the true 2⟨S_z⟩ + 7⟨T_z⟩. Subtracting the known 7⟨T_z⟩ leaves m_spin = 2.311 + 0.493 = 2.804 μB, 5% below the true 2.956 μB. The dependence on ζ_p, with everything else fixed, is given below. The gap listed is the spacing between eigenvalues 180 and 181; at 10 eV both of these states carry no dipole strength, and the nearest states that do are 6.32 eV apart.

ζ_p (eV)  gap (eV)  shift  first order
 2.5   0.016  −0.204  +0.626
 5    0.001  +0.199  +0.313
 10    6.26   +0.152  +0.157
 20    21.1   +0.0781  +0.0783
 40    51.1   +0.0392  +0.0392
 80    111   +0.0196  +0.0196

From 20 eV upward the shift halves when ζ_p doubles. The check asserts that the orbital result is unchanged at all six values, that the remainder after the first-order term falls by a factor near 4 between ζ_p = 400 and 800 eV (3.88 is found), and that the first-order term is within 5% of the full shift at 2000 eV. At 5 and 2.5 eV the "gap" is a spacing between neighbouring levels of overlapping multiplets. The eigenvalues of H_v + V in the final space span w = 9.8 eV, so w/Δ_so is already 0.65 at ζ_p = 10 eV, where first order still holds to 3%, and it exceeds 1 at 5 and 2.5 eV. There the first-order formula fails, and at 2.5 eV the shift has the opposite sign. A cut after 180 states is then one arbitrary choice among many, and the value 1.08 found for S_eff relative to the true combination, close to 1 as it is, belongs to that cut and not to the ground state alone.

The remaining assumptions affect the orbital rule as well. Let X = Δ(L3) + Δ(L2) and Y = Δ(L3) − 2Δ(L2) for a common R; subtracting gives Δ(L2) = (X − Y)/3. If the squared radial integral at L2 is larger by a factor 1 + ε, the measured sum is X + ε(X − Y)/3, so the spin signal Y leaks into the orbital rule. For |Y| ≫ |X|, a nearly quenched orbital moment, the error relative to X is about −εY/(3X) and can far exceed ε. In the d⁷ example X = 0.317 R² and Y = 0.328 R² nearly cancel in X − Y, so this leak is small, εΔ(L2)/X = −0.012ε. The normalisation changes as well: I_tot grows by ε times the total L2 strength, which with pure core j is 0.260 R² out of 1.2 R², and this alone lowers the magnitude of the extracted ⟨L_z⟩ by a fraction of about 0.22ε, the larger effect in this example. Integrating σ in place of σ/ω weights each line by its energy and acts in a similar way. With the lowest line placed at 800 eV and ζ_p = 10 eV it changes the extracted ⟨L_z⟩ from −1.585 to −1.579 and S_eff from −2.311 to −2.303, each by 0.4% of its value with the 1/ω factor kept. The p→s channel lies outside the operators M_q and N altogether. It adds nothing to the edge-summed dichroism, because q = +1 and q = −1 reach an s orbital with equal weight, so it enters the orbital rule only through the normalisation, where its strength must be small against (2/5)R²n_h. For the spin rule a small strength is not enough: where the site symmetry lets s mix with d there is an s–d cross term linear in the ratio of the two radial integrals. A spin-up hole in cos θ|z²⟩ + sin θ|s⟩ with θ = 0.3 and a ratio of magnitude 0.15 has an s strength of 0.5% of the d strength, yet [Δ(L3) − 2Δ(L2)]/I_tot changes by about 20%, with a sign set by the sign of the ratio.

Calculated quantities

```
covalent model: empty states 7, d holes nh = 2.9980
d9 x2-y2 hole: 2Sz = -1.0000, 7Tz = -2.0000 hbar
d9 x2-y2 hole: D(L3) = 0.13333, D(L2) = -0.13333, Itot = 0.4000 R^2
cubic d8, zeta_d=0.00 eV: Lz=-0.0000 2Sz=-2.0000 7Tz=-0.0000 hbar
cubic d8, zeta_d=0.06 eV: Lz=-0.2345 2Sz=-1.9931 7Tz=-0.0139 hbar
d7 input: F2dd=10.0 F4dd=6.0 F2pd=6.0 G1=4.0 G3=2.5 eV
d7 input: 10Dq=1.0 xy drop=0.2 zeta_d=0.06 h=0.05 zeta_p=10.0 eV
determinants: initial 120, final 270, L3 states 180
first excitation of d7 = 0.0766 eV, nh = 3.0000
direct: Lz=-1.5854 2Sz=-2.9564 7Tz=0.4930 2Sz+7Tz=-2.4634 hbar
direct: <sum(lz^2-2)> = 0.7474, <sum l.s> = -1.0512 hbar^2
pure-j L3: I+=0.44703 I0=0.36698 I-=0.12616 R^2
pure-j L2: I+=0.08660 I0=0.08285 I-=0.09039 R^2
pure-j: D(L3)=0.32087 D(L2)=-0.00379 Itot=1.20000 R^2
dichroic mixing element = 0.10441 eV R^2
zeta_p=  2.5 eV gap=  0.016 eV Seff=-2.6670 shift=-0.2036 first order=+0.6264 hbar ratio=1.0827
zeta_p=  5.0 eV gap=  0.001 eV Seff=-2.2644 shift=+0.1990 first order=+0.3132 hbar ratio=0.9192
zeta_p= 10.0 eV gap=  6.259 eV Seff=-2.3112 shift=+0.1522 first order=+0.1566 hbar ratio=0.9382
zeta_p= 20.0 eV gap= 21.137 eV Seff=-2.3853 shift=+0.0781 first order=+0.0783 hbar ratio=0.9683
zeta_p= 40.0 eV gap= 51.088 eV Seff=-2.4242 shift=+0.0392 first order=+0.0392 hbar ratio=0.9841
zeta_p= 80.0 eV gap=111.065 eV Seff=-2.4438 shift=+0.0196 first order=+0.0196 hbar ratio=0.9920
residual ratio, zeta_p 400 vs 800 eV = 3.876
zeta_p=10.0 eV: Dso=15.0 eV, D(L3)=0.31411 D(L2)=0.00297 R^2
extracted: Lz = -1.5854, 2Sz+7Tz = -2.3112 hbar
m_spin if 7Tz dropped (pure j) = 2.4634 muB, ratio to true 0.8332
m_spin extracted with 7Tz subtracted = 2.8042 muB
I0 -> average: Itot = 1.12526 R^2, moments scaled by 1.0664
no 1/omega, onset 800 eV: Lz = -1.5792, 2Sz+7Tz = -2.3029 hbar
m_orb  = 1.5854 muB = 1.4703e-23 J/T
m_spin = 2.9564 muB = 2.7418e-23 J/T
```
